# Ensemble Monte Carlo with Self-Scattering and Independence of the Candidate Rate

## Result and scope

An electron drifts in a uniform field and scatters at a rate \(W(\mathbf p)\) that changes during the drift. Self-scattering replaces this variable rate by a constant candidate rate \(\Gamma\). At each candidate time a real collision is accepted with probability \(W/\Gamma\); otherwise the momentum is left unchanged. If

\[
W(\mathbf p)\le\Gamma
\]

on every state the electron can reach, the probability law of its physical path does not depend on \(\Gamma\). This covers transients as well as steady averages. Individual random paths and the computing cost do depend on \(\Gamma\).

In the model used here, a parabolic band with constant matrix elements, \(W\) grows without limit, so no finite constant satisfies the condition everywhere. The simulation is then faithful up to the first exit from the region \(W\le\Gamma\). A later section derives an upper bound on the resulting error from the exit probability.

Algebra is in atomic units, and \(\mathbf F\) is the force on the electron, along \(+z\). The model has independent, nondegenerate electrons in an isotropic parabolic band, phonons in equilibrium, and collisions that randomize the direction completely. Between collisions

\[
\mathbf p(t)=\mathbf p_0+\mathbf Ft,\qquad E=\frac{p^2}{2m}.
\]

## Scattering rates

Let the squared matrix element be \(C/V\) in a volume \(V\), the same for all final states. The number of states per volume, for one spin, is \(d^3p/(2\pi)^3\). Integrating over angles gives \(p^2dp/(2\pi^2)\). With \(p=\sqrt{2mE}\) and \(dp=m\,dE/p\),

\[
g(E)=\frac{mp}{2\pi^2}=\frac{m^{3/2}\sqrt{2E}}{2\pi^2}.
\]

The golden rule then gives

\[
W=2\pi Cg(E_f)=\frac{Cm^{3/2}}{\pi}\sqrt{2E_f}.
\]

For phonon energy \(Q\), define \(\nu=Cm^{3/2}\sqrt{2Q}/\pi\) for each mechanism. The three channels are

\[
W_{\rm em}=(N+1)\nu_o\sqrt{\frac{E-Q}{Q}},\quad
W_{\rm abs}=N\nu_o\sqrt{\frac{E+Q}{Q}},\quad
W_{\rm el}=\nu_e\sqrt{\frac EQ},
\]

with \(W_{\rm em}=0\) for \(E<Q\) and \(N=1/(e^{Q/kT}-1)\).

These rates obey detailed balance. The equilibrium flow from \(E\) to \(E-Q\) is proportional to \(\sqrt E\sqrt{E-Q}\,(N+1)e^{-E/kT}\), and the reverse flow to \(\sqrt{E-Q}\sqrt E\,Ne^{-(E-Q)/kT}\). They are equal because \(N+1=Ne^{Q/kT}\). A Maxwell distribution therefore stays stationary without a field.

## Why the candidate rate cancels

Write \(W(t)\) for \(W(\mathbf p(t))\) along a flight that starts at \(t=0\). The probability \(S(t)\) of no real collision loses \(WS\,dt\) in time \(dt\), so

\[
\frac{dS}{dt}=-WS,\qquad S(t)=\exp\left[-\int_0^tW(s)\,ds\right].
\]

The density of the first real collision time is \(W(t)S(t)\).

Now compute the same probability from the algorithm. The density for exactly \(n\) candidates at \(t_1<\dots<t_n\) before \(t\) is \(\Gamma^ne^{-\Gamma t}\). Each is a self-scattering with probability \(1-W(t_i)/\Gamma\). Self-scattering leaves \(\mathbf p\) unchanged, so all factors refer to the same drift path. Their product is

\[
e^{-\Gamma t}\prod_{i=1}^n[\Gamma-W(t_i)].
\]

The product is symmetric in the times. Its integral over one ordering is therefore \(1/n!\) of the integral over the full cube, and summing over \(n\) gives

\[
\begin{aligned}
S_\Gamma(t)&=e^{-\Gamma t}\sum_{n=0}^{\infty}\frac1{n!}
\left[\int_0^t(\Gamma-W)\,ds\right]^n\\
&=e^{-\Gamma t}\exp\left[\Gamma t-\int_0^tW\,ds\right]=S(t).
\end{aligned}
\]

A candidate is accepted in \(dt\) with probability \(\Gamma dt\,(W/\Gamma)=W\,dt\), so the collision density is again \(WS\).

The whole path follows by repetition. Let \(K(\mathbf p\to\mathbf p')\) be the normalized distribution after a real collision. For real collisions at \(s_1<\dots<s_n\), with states \(\mathbf p_i^-\) before and \(\mathbf p_i\) after them, the path density up to \(T\) is

\[
\left[\prod_{i=1}^n S_{\mathbf p_{i-1}}(s_i-s_{i-1})
W(\mathbf p_i^-)K(\mathbf p_i^-\to\mathbf p_i)\right]
S_{\mathbf p_n}(T-s_n),
\]

where \(s_0=0\). No factor contains \(\Gamma\).

If \(W\) is constant, \(\Gamma=W\) removes self-scattering altogether. If \(\Gamma\to\infty\), candidates become dense and each is rarely accepted: the law is unchanged, but the cost diverges.

## Implementation

Each electron stores its momentum, the time to which that momentum refers, and its pending candidate time. All random numbers \(u\) are independent and lie in \((0,1]\).

```
initialize p; last = 0; pending = -ln(u)/Gamma
for each observation time T:
    for each electron:
        while pending <= T:
            p = p + F*(pending - last)
            last = pending
            check that W(p) <= Gamma
            r = Gamma*u
            if r < Wem:               E = E - Q; new direction
            else if r < Wem+Wabs:     E = E + Q; new direction
            else if r < Wem+Wabs+Wel: new direction
            else:                     leave p unchanged
            check that W(p) <= Gamma
            pending = last - ln(u)/Gamma
        observe p + F*(T - last)
```

A new direction has \(\cos\theta\) uniform in \([-1,1]\). Observation does not end a flight. In a uniform, constant field the drift formula is exact, so the observation interval introduces no time-step error. If the field were recomputed from the carriers at each interval, holding it fixed in between would introduce one.

The endpoint checks suffice for this band. During a flight \(d^2E/dt^2=F^2/m>0\), so \(E(t)\) is convex and its maximum lies at an endpoint. Since \(W\) increases with \(E\), an exit cannot hide inside a flight whose endpoints are both allowed. Initial and final states must be checked too.

The expected number of candidates per electron in time \(T\) is \(\Gamma T\). In steady state the real collision rate is \(\langle W\rangle\), so

\[
f_{\rm self}=1-\frac{\langle W\rangle}{\Gamma}.
\]

## A reference without self-scattering

Agreement between values of \(\Gamma\) would not reveal an error common to all runs. A separate calculation uses the fact that after an isotropic collision the energy alone specifies the distribution of the next flight. With \(\mu=\cos\theta\), the transition density from \(E\) to \(E'\) is

\[
P(E\to E')=\frac12\int_{-1}^{1}d\mu\int_0^\infty dt\,S(t)
\sum_jW_j(t)\,\delta[E'-E(t)-\Delta_j],
\]

where \(\Delta_j=-Q,+Q,0\) for emission, absorption and elastic scattering. Quadrature on an energy grid turns this into a matrix with stationary distribution \(\pi_i\).

A flight contributes to the time integral of \(A\) at time \(t\) with probability \(S(t)\). Dividing the mean integral per flight by the mean duration gives

\[
\langle A\rangle=
\frac{\sum_i\pi_i\left\langle\int_0^\infty A(t)S(t)\,dt\right\rangle_\mu}
{\sum_i\pi_i\left\langle\int_0^\infty S(t)\,dt\right\rangle_\mu}.
\]

Two balances provide further tests. An isotropic collision changes the mean of \(p_z\) from its old value to zero, while the field adds \(F\) per unit time. Hence

\[
\frac{d\langle p_z\rangle}{dt}=F-\langle p_zW\rangle.
\]

For energy, the field supplies \(Fv_z\), emission removes \(Q\), and absorption returns \(Q\). In steady state, with \(v_d=\langle v_z\rangle\) and channel rates \(R\),

\[
F=\langle p_zW\rangle,\qquad Fv_d=Q(R_{\rm em}-R_{\rm abs}).
\]

For constant \(W\), the first equation reduces to \(v_d=F/(mW)\).

## Worked example

The parameters are round model values, not a fit to any material: mass 0.3 electron masses, \(Q=0.06\) eV, \(kT=0.025\) eV, \(F=0.0005\) eV/Å, and \(\nu_o=\nu_e=0.01\) fs\(^{-1}\). The phonon occupation is 0.0998. Ten thousand electrons start from a Maxwell distribution and run for 3000 fs. Averages use the last 2000 fs.

| \(\Gamma\) (fs\(^{-1}\)) | \(v_d\) (Å/fs) | \(\langle E\rangle\) (eV) | Self fraction |
|---|---|---|---|
| 0.12 | 0.913 ± 0.003 | 0.1272 ± 0.0004 | 0.796 |
| 0.24 | 0.918 ± 0.003 | 0.1278 ± 0.0004 | 0.898 |
| 0.48 | 0.919 ± 0.003 | 0.1277 ± 0.0004 | 0.949 |

Uncertainties are one standard error. They come from averaging each electron over time first and then using the spread between electrons, because successive observations of one electron are correlated.

The velocities happen to rise with \(\Gamma\), but the largest steady difference is 1.43 combined standard errors. Three independent values from one continuous distribution appear in increasing order with probability \(1/3!=1/6\), so the order is weak evidence of a trend. The runs have finite resolution: two combined standard errors are \(2\sqrt2\times0.0029=0.0082\) Å/fs, or 0.9% of the velocity. The derivation, not this comparison, establishes independence below that level.

The pooled velocity is 0.917 ± 0.002 Å/fs, or \(9.17\times10^4\) m/s, and the pooled mean energy is 0.1275 ± 0.0002 eV. The reference gives 0.914 Å/fs and 0.1277 eV. The velocity difference, \(0.9169-0.9138=0.0031\) Å/fs, is 1.8 pooled standard errors; refining the reference grid changed its velocity by 0.0007 Å/fs. The last digit of 0.9138 is not converged: finer grids settle near 0.9135 Å/fs, which makes the difference about 2.0 standard errors.

At \(\Gamma=0.12\) fs\(^{-1}\), the measured candidate and real rates give

\[
f_{\rm self}=1-\frac{0.02447}{0.11990}=0.796.
\]

Raising \(\Gamma\) fourfold raises the expected candidates per electron from \(0.12\times3000=360\) to 1440. The standard errors hardly change, so the extra work buys no visible precision. At \(\Gamma=0.12\) fs\(^{-1}\) the field supplies \(0.0005\times0.9134=0.000457\) eV/fs, equal to the measured phonon loss at the printed precision.

The transient also agrees between runs. At 100 fs the velocities are 1.33, 1.35 and 1.36 Å/fs, well above the steady value. By the momentum balance, the mean velocity falls whenever \(\langle p_zW\rangle>F\). Between the start and the steady state the mean energy rises from 0.0375 eV to about 0.128 eV.

The history sum was tested on one flight of 100 fs that starts at 0.1 eV moving against the force, with the nested integrals done on a grid of step \(h=0.0125\) fs. Direct integration gives survival 0.361075; the sums for increasing \(\Gamma\) give 0.361076, 0.361081 and 0.361124. The growing difference is numerical. With \(a=\Gamma-W\) and grid step \(h\), the trapezoidal sum advances by

\[
\frac{1+ah/2}{1-ah/2}=\exp\left[ah+\frac{(ah)^3}{12}+\cdots\right],
\]

for slowly varying \(a\). Its relative error over the flight is therefore about \((h^2/12)\int a^3dt\). When \(\Gamma\) dominates \(W\), doubling it multiplies this error by about eight, as in the last two sums: 0.000006 becomes 0.000049.

## When the rate exceeds the bound

For \(\Gamma=0.12\) fs\(^{-1}\), \(W=\Gamma\) at 1.81 eV. The highest recorded energy was 1.23 eV, so this run had no exit. That does not make the exit probability zero. If each of \(M\) independent electrons exits with probability \(q\), no exit is seen with probability \((1-q)^M\). Setting this to 0.05 gives \(q\simeq3/M\), or \(3\times10^{-4}\) for ten thousand electrons, as a 95% upper limit from the count alone.

The effect of rare exits can be bounded. Let the true and simulated electrons share one path until the first exit, which is possible because their rates agree there. They can differ only if an exit occurs. For any path event \(A\),

\[
|P_{\rm true}(A)-P_\Gamma(A)|\le P({\rm exit}).
\]

For an observable with \(|B|\le B_{\max}\), the error in its mean is at most \(2B_{\max}P({\rm exit})\). Unbounded observables need separate control of their tails. This matters when the rare high-energy tail is itself the quantity sought: an exit probability negligible for \(v_d\) may not be negligible for the tail.

When \(\Gamma\) is too small, the comparisons in the pseudocode do not merely limit the total rate. The probability that \(r\) lies below a cumulative rate \(c_j\) is \(\min(c_j,\Gamma)/\Gamma\), so the effective channel rates are

\[
\widetilde W_j=\min(c_j,\Gamma)-\min(c_{j-1},\Gamma),\qquad c_0=0.
\]

The last channel in the list is cut first, and the result depends on channel order.

A deliberately faulty run used \(\Gamma=0.03\) fs\(^{-1}\), whose ceiling is 0.141 eV. It gave 1.106 ± 0.004 Å/fs and 0.163 ± 0.001 eV. Relative to the pooled results, the velocity is 21% too high and the energy 27% too high. The reference solver with the capped rates predicts 1.101 Å/fs and 0.164 eV, which differ from the run by 1.0 and 1.7 standard errors. This identifies rate capping as the source of the bias.

Deleting only the electrons that exit is not a cure, because it selects against high energies. A safer procedure chooses \(\Gamma\) from a pilot run, then makes an independent production run and reports any exits.

A local bound removes the ceiling. From momentum \(\mathbf p_0\), during a horizon \(h\),

\[
E(t)\le E_b=\frac{(|\mathbf p_0|+Fh)^2}{2m}.
\]

Use \(\Gamma_b=W(E_b)\) until the horizon ends or a real collision occurs, and then set a new bound. A self-scattering does not change \(\Gamma_b\). If the next candidate time lies beyond the horizon, discard it, drift to the end of the horizon without a collision, and draw again with the new bound. The history sum still cancels for a piecewise constant \(\Gamma(t)\), with \(\Gamma t\) replaced by \(\int\Gamma\,dt\). This variant is derived here but was not run.

## Other failure modes

**Randomizing direction at self-scattering.** This adds a false elastic rate \(\Gamma-W\). The momentum balance becomes \(F=\Gamma\langle p_z\rangle\), so the drift velocity falls as \(1/\Gamma\).

**Using the rate at the start of a flight.** Acceptance must use \(W\) at the candidate time. An old value replaces the collision density \(W(t)S(t)\) by a different one.

**Averaging over real collisions without weights.** A state is sampled there in proportion to \(W\), which gives \(\langle AW\rangle/\langle W\rangle\) instead of \(\langle A\rangle\). States just before all candidates, including self-scatterings, give the steady time average when \(\Gamma\) is constant, because the candidate probability \(\Gamma dt\) does not depend on the state.

**Treating the numerical ceiling as physical.** At \(\Gamma=0.48\) fs\(^{-1}\) the ceiling is 28.6 eV. The highest energy recorded in that run was 1.22 eV, far below this ceiling. A high ceiling does not make a parabolic band valid, however, and in a real material the band may depart from a parabola well below 1.22 eV. Nonparabolic bands, impact ionization and carrier interactions are absent here, and a larger \(\Gamma\) cannot supply them.

## Numbers as computed

```
Mass: 0.3 electron masses
Phonon energy, kT: 0.060, 0.025 eV
Phonon occupation: 0.09977
Force: 0.0005 eV/angstrom
Elastic, optical scales: 0.010, 0.010 1/fs
Electrons: 10000; end, burn-in: 3000, 1000 fs
Observation interval: 20 fs
States counted, formula: 19376, 19363.8
Test flight: start 0.10 eV, time 100 fs
Survival by direct integral: 0.361075
Survival by history sums: 0.361076 0.361081 0.361124
Reference without self-scattering:
  velocity 0.9138 angstrom/fs, grid change 0.0007
  energy 0.12772 eV, grid change 0.00013
  real rate 0.02453 1/fs, grid change 0.00001
  time share above lowest ceiling: 2.1e-09
Gamma 0.12 1/fs:
  velocity 0.9134 +/- 0.0029 angstrom/fs
  energy 0.12717 +/- 0.00041 eV
  candidate, real rates 0.11990, 0.02447 1/fs
  self-scattering fraction 0.7959
  highest energy, ceiling 1.225, 1.813 eV
  <pz W> 0.000500 +/- 0.000002 eV/angstrom
  power in, out 0.000457, 0.000457 eV/fs
Gamma 0.24 1/fs:
  velocity 0.9179 +/- 0.0029 angstrom/fs
  energy 0.12775 +/- 0.00042 eV
  candidate, real rates 0.23998, 0.02451 1/fs
  self-scattering fraction 0.8979
  highest energy, ceiling 1.188, 7.171 eV
  <pz W> 0.000502 +/- 0.000002 eV/angstrom
  power in, out 0.000459, 0.000458 eV/fs
Gamma 0.48 1/fs:
  velocity 0.9193 +/- 0.0029 angstrom/fs
  energy 0.12767 +/- 0.00042 eV
  candidate, real rates 0.47984, 0.02457 1/fs
  self-scattering fraction 0.9488
  highest energy, ceiling 1.224, 28.601 eV
  <pz W> 0.000502 +/- 0.000002 eV/angstrom
  power in, out 0.000460, 0.000458 eV/fs
Transient velocities in angstrom/fs, in order of gamma:
  20 fs: 0.507 0.506 0.490; largest SE 0.012
  60 fs: 1.135 1.155 1.147; largest SE 0.014
  100 fs: 1.326 1.349 1.363; largest SE 0.017
  200 fs: 1.092 1.041 1.069; largest SE 0.021
  400 fs: 1.000 0.949 0.964; largest SE 0.022
Largest steady, transient z: 1.43, 2.16
Smallest energy-distribution p-value: 0.523
Zero-field energy: 0.03725 +/- 0.00017 eV
Maxwell energy: 0.03750 eV
Too small gamma 0.03 1/fs, ceiling 0.141 eV:
  velocity 1.1058 +/- 0.0044 angstrom/fs
  energy 0.16259 +/- 0.00102 eV
  capped reference 1.1014 angstrom/fs, 0.16433 eV
  energy bias in standard errors: 34.2
Pooled velocity: 0.9169 +/- 0.0017 angstrom/fs
  = 9.1685e+04 m/s
Pooled energy: 0.12753 +/- 0.00024 eV
```
